\section*{McIntyre's excess noise factor for electron-initiated avalanche multiplication}

\section{Definitions and conventions}

An avalanche region occupies $0<x<W$. Electrons drift towards $+x$ and holes towards $-x$. In a path element $dx$ an electron creates a new electron--hole pair with probability $\alpha(x)\,dx$, and a hole does so with probability $\beta(x)\,dx$. The assumptions are:
\begin{itemize}
\item The ratio $k=\beta(x)/\alpha(x)$ is the same at every $x$, although $\alpha(x)$ itself may vary.
\item Ionization is independent of history: the probability in $dx$ depends on the position of the carrier, and not on where it was created or last ionized.
\item Carriers do not recombine, and they do not disturb the field.
\end{itemize}

One electron enters at $x=0$. Let $N$ be the total number of pairs, with the injected electron counted as one. The gain and the excess noise factor are
\begin{equation}
M=\langle N\rangle ,\qquad F=\frac{\langle N^2\rangle}{\langle N\rangle^2}.
\label{eq:def}
\end{equation}
If every primary gave the same $N$, $F$ would be 1. The result to be derived, valid below avalanche breakdown, is
\begin{equation}
F=kM+(1-k)\left(2-\frac1M\right).
\label{eq:result}
\end{equation}

\section{Why $F$ measures current noise}

Let the contacts be parallel planes at $0$ and $W$. A charge of magnitude $q$ moving a distance $d$ between them induces a charge $qd/W$ in the external circuit. For a pair created at $x$, the electron moves $W-x$ and the hole moves $x$. Their contributions add, because opposite charges move in opposite directions:
\begin{equation}
q\,\frac{W-x}{W}+q\,\frac{x}{W}=q .
\end{equation}
The injected electron crosses the whole width and also gives $q$. One primary therefore delivers the charge $qN$.

Let primaries arrive as a Poisson process of rate $R$, so that the primary current is $I_0=qR$. Divide a long time $T$ into elements $dt$. In each element an avalanche of charge $qN$ starts with probability $R\,dt$. The variance of the charge from that element is $q^2\langle N^2\rangle R\,dt$, since the squared mean is of order $dt^2$. Independent elements add, so
\begin{equation}
\operatorname{Var}Q=q^2RT\langle N^2\rangle .
\end{equation}
The time-averaged current $Q/T$ has variance $q^2R\langle N^2\rangle/T$. For white noise of one-sided density $S_I$, averaging over $T$ gives the variance
\begin{equation}
\int_0^\infty S_I\left(\frac{\sin\pi fT}{\pi fT}\right)^2df=\frac{S_I}{2T}.
\end{equation}
Equating the two variances and using $\langle N^2\rangle=M^2F$,
\begin{equation}
S_I=2q^2R\langle N^2\rangle=2qI_0M^2F .
\label{eq:shot}
\end{equation}
This is a low-frequency result: $T$ must be long compared with the duration of an avalanche.

\section{Equations for the mean and the variance}

Consider a pair born at $x$. Let $m(x)$ be the mean total number of pairs that result, the first pair included. Let $v(x)$ be the variance of that number and $s(x)=v(x)+m(x)^2$ its mean square.

The electron of this pair travels from $x$ to $W$, and the hole travels from $x$ to $0$. When the electron ionizes at $x'$, it continues as before, because ionization has no memory. The new pair starts a separate avalanche, distributed like that of any pair born at $x'$. All later pairs can therefore be assigned to ionizations made by the two original carriers.

Divide the electron's path into elements. An element at $x'$ contributes nothing with probability $1-\alpha\,dx'$, and a complete avalanche with probability $\alpha\,dx'$. Its contribution has
\begin{align}
\text{mean}&=\alpha(x')\,m(x')\,dx',\\
\text{variance}&=\alpha(x')\,s(x')\,dx'-\left[\alpha(x')\,m(x')\,dx'\right]^2 .
\end{align}
The last term vanishes on summation as $dx'\to0$. History independence makes different elements independent, so their variances add. The hole's path is treated in the same way, with $\beta$ for $\alpha$. Hence
\begin{align}
m(x)&=1+\int_x^W\alpha m\,dx'+\int_0^x\beta m\,dx',
\label{eq:m}\\
v(x)&=\int_x^W\alpha s\,dx'+\int_0^x\beta s\,dx'.
\label{eq:v}
\end{align}
The initial 1 in \eqref{eq:m} is not random and adds nothing to \eqref{eq:v}.

The hole of a pair born at $x=0$ leaves at once. Such a pair is equivalent to an injected electron, so
\begin{equation}
M=m(0),\qquad F=\frac{s(0)}{M^2}.
\end{equation}
We also need $M_W=m(W)$, the mean number of pairs when the first pair is born at the exit and its hole travels back through the whole region.

\section{The gain}

Take first $k\ne1$. Differentiating \eqref{eq:m}, the lower limit of the first integral gives $-\alpha m$ and the upper limit of the second gives $+\beta m$:
\begin{equation}
\frac{dm}{dx}=-(\alpha-\beta)m=-(1-k)\alpha m .
\end{equation}
Introduce the variable
\begin{equation}
u(x)=\int_0^x\alpha\,dx',\qquad a=u(W).
\end{equation}
Since $du=\alpha\,dx$ and $k$ is constant,
\begin{equation}
\frac{dm}{du}=-(1-k)m,\qquad m=M e^{-(1-k)u}.
\label{eq:profile}
\end{equation}
Equation \eqref{eq:m} at $x=0$ fixes $M$:
\begin{equation}
M=1+\int_0^a m\,du
=1+M\,\frac{1-e^{-(1-k)a}}{1-k}.
\end{equation}
Multiplying by $1-k$ and collecting the terms in $M$,
\begin{equation}
M\left[(1-k)-1+e^{-(1-k)a}\right]=1-k,
\end{equation}
so that
\begin{equation}
M=\frac{1-k}{e^{-(1-k)a}-k}.
\label{eq:M}
\end{equation}
At the other end, \eqref{eq:m} gives $M_W=1+k\int_0^a m\,du$. The integral is $M-1$, so
\begin{equation}
M_W=1+k(M-1).
\label{eq:MW}
\end{equation}

For $k>0$ the denominator of \eqref{eq:M} vanishes at
\begin{equation}
a_{\rm br}=\frac{\ln(1/k)}{1-k}.
\label{eq:break}
\end{equation}
This is breakdown. Beyond it \eqref{eq:M} is negative, which no mean count can be, so no finite mean profile exists there. For $k=0$ the gain is $M=e^a$, finite for every finite $a$.

\section{The second moment}

Differentiating \eqref{eq:v} in the same way gives
\begin{equation}
\frac{dv}{du}=-(1-k)s .
\end{equation}
Since $s=v+m^2$, and \eqref{eq:profile} gives $2m\,dm/du=-2(1-k)m^2$,
\begin{equation}
\frac{ds}{du}=-(1-k)\left(s+2m^2\right).
\label{eq:s}
\end{equation}
Write $s=mg$. The left side becomes
\begin{equation}
g\frac{dm}{du}+m\frac{dg}{du}=-(1-k)mg+m\frac{dg}{du}.
\end{equation}
The term $-(1-k)mg$ also stands on the right of \eqref{eq:s} and cancels. Division by $m$ leaves
\begin{equation}
\frac{dg}{du}=-2(1-k)m=2\frac{dm}{du}.
\end{equation}
Thus $g=2m+C$ with a constant $C$, and
\begin{equation}
s=2m^2+Cm .
\label{eq:sol}
\end{equation}

The constant follows from \eqref{eq:v} at $x=0$, which reads $s(0)=M^2+\int_0^a s\,du$. The required integrals follow from $dm/du=-(1-k)m$:
\begin{align}
\int_0^a m\,du&=\frac{M-M_W}{1-k}=M-1,\\
\int_0^a 2m^2\,du&=\frac{M^2-M_W^2}{1-k}=(M-1)(M+M_W).
\end{align}
The second equality in the first line is \eqref{eq:MW} rearranged. The boundary condition becomes
\begin{equation}
2M^2+CM=M^2+(M-1)(M+M_W)+C(M-1).
\end{equation}
Subtracting $M^2+C(M-1)$ from both sides leaves $M^2+C$ on the left, so
\begin{align}
C&=(M-1)(M+M_W)-M^2\nonumber\\
&=MM_W-M-M_W .
\label{eq:C}
\end{align}
Now divide $s(0)=2M^2+CM$ by $M^2$:
\begin{align}
F&=2+\frac CM
=2+M_W-1-\frac{M_W}{M}\nonumber\\
&=1+M_W\left(1-\frac1M\right).
\label{eq:Fmw}
\end{align}
Inserting $M_W=1-k+kM$,
\begin{align}
F&=1+(1-k)+kM-\frac{1-k}{M}-k\nonumber\\
&=kM+2(1-k)-\frac{1-k}{M},
\end{align}
which is \eqref{eq:result}. The function $\alpha(x)$ has entered through $a$ alone, and $a$ has been absorbed into $M$. At given $k$ and $M$, the shape of $\alpha(x)$ therefore does not affect $F$.

\subsection*{The case $k=1$}

Here $m$ does not depend on $x$, and \eqref{eq:m} gives $M=1+aM$, or $M=1/(1-a)$, with breakdown at $a=1$. The two integrals in \eqref{eq:v} combine into one over the whole region, so $v$ and $s$ are also constant and $v=as$. Then
\begin{equation}
s=M^2+as,\qquad s=\frac{M^2}{1-a}=M^3,\qquad F=M,
\end{equation}
in agreement with \eqref{eq:result} at $k=1$.

\section{Are these solutions the true moments?}

The integral equations could have finite solutions while the true moments diverge. To exclude this, count pairs up to generation $n$, the first pair being generation zero. Let $m_n$ and $v_n$ be the mean and variance of this count, and define
\begin{equation}
(Kf)(x)=\int_x^W\alpha f\,dx'+\int_0^x\beta f\,dx'.
\end{equation}
The argument that gave \eqref{eq:m} and \eqref{eq:v} now gives
\begin{equation}
m_{n+1}=1+Km_n,\qquad v_{n+1}=K(v_n+m_n^2),
\end{equation}
with $m_0=1$ and $v_0=0$. Since $K$ preserves inequalities between functions, both sequences increase with $n$.

Below breakdown the solution $m$ is positive, so $m=1+Km\ge1=m_0$. If $m_n\le m$, then $m_{n+1}\le1+Km=m$. The means are thus bounded by $m$. For the variances we need $v\ge0$. From \eqref{eq:sol}, $v=s-m^2=m(m+C)$, and at the two ends \eqref{eq:C} gives
\begin{align}
M+C&=M_W(M-1)\ge0,\\
M_W+C&=M(M_W-1)\ge0 .
\end{align}
Because $m$ lies between $M$ and $M_W$, $m+C\ge0$ throughout. The same induction then gives $v_n\le v$.

Bounded increasing sequences converge, and their limits satisfy \eqref{eq:m} and \eqref{eq:v}. Those solutions are unique. A difference $w$ of two solutions would obey $w=Kw$, hence $w=w_0e^{-(1-k)u}$ and, at $x=0$, $w_0[e^{-(1-k)a}-k]=0$. Below breakdown the bracket is not zero, so $w_0=0$. For $k=1$ the condition is $w=aw$, with the same conclusion. The moments found above are therefore the true ones.

\section{Reading the formula}

\textbf{Low gain.} Put $M=1+\varepsilon$ with $\varepsilon\ll1$ at fixed $k$. Equation \eqref{eq:Fmw} gives $F\simeq1+\varepsilon$. To this order an avalanche has either no ionization or one, with probability $\varepsilon$ for one. The variance is then $\varepsilon$, whatever $k$ is.

\textbf{Electrons alone.} For $k=0$, $F=2-1/M$, which stays below 2. Holes do not ionize here, so all ionization is done by electrons moving towards the exit and there is no feedback. The current noise itself, proportional to $M^2F$, still grows with the gain.

\textbf{High gain with feedback.} For fixed $k>0$ and large $M$, $F\simeq kM+2(1-k)$. Holes travel back towards the entrance and create electrons on the way, and these can multiply again as they move to the exit. Equation \eqref{eq:Fmw} shows the connection. Since $M_W/M$ tends to $k$, it becomes $F\simeq M_W+1-k$. The growing part, $M_W-1$, is the mean number of pairs that follow, directly or through later carriers, from one hole that crosses the whole region.

\textbf{Dependence on $k$.} At fixed $M$,
\begin{equation}
\frac{\partial F}{\partial k}=M-2+\frac1M=\frac{(M-1)^2}{M}\ge0 .
\end{equation}
Within this model, and for electron injection at given gain, a smaller $k$ means less noise.

\textbf{Hole injection.} A hole entering at $W$ is equivalent to a pair born there. Its gain is $M_W$, and \eqref{eq:sol} gives
\begin{equation}
F_h=\frac{s(W)}{M_W^2}=2+\frac{C}{M_W}=1+M\left(1-\frac1{M_W}\right).
\end{equation}
For $k>0$, \eqref{eq:MW} gives $M=1+(M_W-1)/k$. This has the form of \eqref{eq:MW} with the two gains exchanged and $k$ replaced by $1/k$. The noise formula for holes is therefore \eqref{eq:result} with $M\to M_W$ and $k\to1/k$.

\textbf{Why constant $k$ matters.} Let electrons ionize only in the left half, with coefficient $2\alpha$, and holes only in the right half, with $2k\alpha$, where $\alpha$ is a constant. The ratio of the two integrated coefficients is still $k$. Every pair is now created in the left half, and its hole leaves without ionizing. There is no feedback, so $M=e^a$ and $F=2-1/M$. For $a=1.68$ and $k=0.15$ this gives $M=5.37$ and $F=1.81$, while \eqref{eq:result} with $k=0.15$ would give $2.35$ at that gain. An average ratio is not a general substitute for a constant one.

\section{Worked example}

Take a uniform field of 0.30 MV/cm over $W=1400$ nm, a voltage of 42 V. Let $\alpha=1.2\times10^4$ cm$^{-1}$ and $k=0.15$, so $\beta=1.8\times10^3$ cm$^{-1}$. These are rough values in the regime of a silicon avalanche photodiode. With $W=1.4\times10^{-4}$ cm,
\begin{align}
a&=\alpha W=1.68,\qquad e^{-0.85\times1.68}=0.2398,\\
M&=\frac{0.85}{0.2398-0.15}=9.47,\\
F&=0.15\times9.47+0.85\left(2-\frac1{9.47}\right)\nonumber\\
&=1.42+1.61=3.03 .
\end{align}
The standard deviation of $N$ is 13.5, larger than its mean. Breakdown lies at $a_{\rm br}=2.23$, or a width of 1860 nm at these coefficients.

For a primary current of 1 nA, \eqref{eq:shot} gives
\begin{equation}
\sqrt{S_I}=M\sqrt{2qI_0F}=0.295\ \mathrm{pA}/\sqrt{\mathrm{Hz}} .
\end{equation}
The same gain without fluctuations, $F=1$, would give 0.169 pA/$\sqrt{\mathrm{Hz}}$. At $k=0.15$, raising the gain from 10 to 100 raises $F$ from 3.1 to 16.7. At $k=0$ it would rise from 1.90 to 1.99.

A direct simulation of 300\,000 avalanches tests the theory without using its integral equations. Here $\alpha(x)$ rises linearly from zero to twice the value above, which leaves $a$ unchanged. The simulation gives $M=9.481\pm0.025$ and $F=3.035\pm0.013$ (one standard error), consistent with the formulas. When these avalanches are grouped into windows with Poisson numbers of primaries, the ratio of variance to mean of the total count is 28.8. The prediction, $\langle N^2\rangle/M=MF$, is 28.7.

\section{Comparison with real devices}

In silicon, $k$ ranges roughly from a few hundredths at low multiplication fields to several tenths at high ones. The value 0.15 thus belongs to a fairly thin, high-field region, and is above what low-noise designs with long, low-field regions aim for. For this example, consider first what happens when history independence is given up. A carrier must gain a threshold energy before it can ionize, and at 0.30 MV/cm it needs at least 70 nm to gain 2.1 eV and 140 nm to gain 4.2 eV. Treat these lengths as sharp dead spaces after every start and every ionization, for both carriers. Hold $M$ and $k$ fixed by raising both ionization coefficients, now defined as inverse mean ionization paths in a long region. Then $F$ falls to 2.64 and 2.33, that is, by 13\,\% and 23\,\% of the local value. The thresholds are rough and scattering is left out. A dead space that extends further, for example a rate that rises gradually from 70 to 140 nm, changes the reduction by several percentage points, while smoothing the threshold about the same mean length changes it little. The definition of $k$ matters as well: if $k=0.15$ is taken as the ratio of the ionization rates beyond the dead space, the reductions are 10\,\% and 17\,\%. These figures therefore show the direction of the effect and only its rough size.

The other estimates, each made with the dead space omitted, are as follows.
\begin{itemize}
\item \emph{Field profile.} A field rising from 0.27 to 0.33 MV/cm, with rough exponential field laws for both coefficients, makes $k$ rise from 0.11 to 0.19. The result is $M=9.37$ and $F=2.89$. The formula at that gain with the mid-field $k$ gives 3.01, about 4\,\% too high. The sign of this error depends on the direction of the ramp: if the field instead falls from 0.33 to 0.27 MV/cm along the electrons' path, the formula gives too low a value.
\item \emph{Mixed injection.} Pure hole injection would give a gain of 2.27 with $F=6.3$. If 10\,\% of the primaries are holes entering at $W$, the overall gain is 8.75 and $F=3.24$.
\item \emph{Drift of the coefficients.} If $\alpha$ and $\beta$ both fall by 5\,\% at fixed $k$, $M$ falls to 7.90 and $F$ to 2.78. This shows the sensitivity only: with the field laws used above, a lower bias reduces $\beta$ by a larger fraction than $\alpha$, so $k$ changes as well. The gain changes by about 17\,\%, more than three times the relative change in the coefficients.
\item \emph{Tunnelling and space charge.} A triangular-barrier estimate with a gap of 1.12 eV and a mass of 0.2 electron masses gives a band-to-band tunnelling factor near $10^{-52}$. The exponent is sensitive to the assumed mass and barrier shape (a parabolic barrier with the same gap and mass gives about $10^{-31}$), and phonon-assisted tunnelling is left out, so the factor shows only that tunnelling is very weak at this field. For a diode of radius 100 $\mu$m the field of the moving charge, averaged over the area and over time, is about $4\times10^{-4}$ V/cm. This averaged field is negligible here. The average does not describe the field close to an individual carrier, which in a simple Coulomb estimate exceeds the applied field within about 2 nm; such short-range interactions are outside the model.
\item \emph{Speed.} At a rough carrier speed of $10^7$ cm/s the transit time is 14 ps. Multiplied by $M$ it gives about 130 ps. At this small $k$ most avalanches end much sooner, so this is a cautious time scale. On that basis \eqref{eq:shot} is safe well below about 1 GHz. This bound is conservative: with both carriers at that speed the median avalanche lasts about 26 ps, and the noise density is only about 1\,\% below its low-frequency value at 1 GHz and falls to half near 10 GHz.
\end{itemize}
The numerical output below lists the main values.

\section*{Numbers as computed}
\begin{verbatim}
Width 1400 nm, field 0.30 MV/cm, voltage 42.0 V
alpha 1.2e+04 1/cm, beta 1.8e+03 1/cm, k 0.15
Integral of alpha a = 1.6800; breakdown at 2.2319
Breakdown width at these coefficients 1860 nm
exp(-(1-k)a) = 0.23979
Gain M = 9.4667; M_W = 2.2700; C = 9.7529
Excess noise factor F = 3.0302
Parts of F: kM = 1.4200, rest = 1.6102
<N^2> = 271.57; standard deviation of N = 13.489
Primary current 1.0 nA
Noise current density 0.2950 pA/sqrt(Hz)
Same gain without excess noise (F=1): 0.1695 pA/sqrt(Hz)
F at M=10: k=0 1.900, k=0.15 3.115, k=1 10.000
F at M=100: k=0 1.990, k=0.15 16.692, k=1 100.000
First-event recursion, largest relative error 3.0e-05
Monte Carlo avalanches 300000, alpha linear in x
Monte Carlo M = 9.481 +/- 0.025 (one sigma)
Monte Carlo F = 3.035 +/- 0.013 (one sigma)
Count variance/mean 28.84; predicted M*F 28.69
Moment profiles, largest relative error 1.4e-05
Offspring eigenvalue at breakdown 1.000003
Separated regions: M 5.366, F 1.814, constant-k formula 2.346
Threshold 2.1 eV: dead space 70 nm, alpha for same M 13467 1/cm
  F 2.6391, change from local model -12.9 %
  grid 5 to 2.5 nm: F shift -9.7e-05, M shift -4.8e-04
Threshold 4.2 eV: dead space 140 nm, alpha for same M 14986 1/cm
  F 2.3260, change from local model -23.2 %
  grid 5 to 2.5 nm: F shift -7.7e-05, M shift -5.5e-04
Field ramp 0.27 to 0.33 MV/cm: k from 0.112 to 0.191
  M 9.369, F 2.892, formula at mid-field k 3.015
Pure hole injection: M 2.270, F 6.296
10 % hole primaries: M 8.747, F 3.237
alpha and beta 5 % lower: M 7.904, F 2.778
Tunnelling: WKB exponent 121, factor 10^-52
Space-charge field 4.1e-04 V/cm (diode radius 100 um)
Transit time 14.0 ps; times M 133 ps
\end{verbatim}
